# Why moving channel band edges off an oxide defect band suppresses bias instability

A transistor with a two-dimensional channel is held at positive gate bias, and its threshold voltage drifts upward because electrons leave the channel and settle on defects in the gate oxide. Another channel material on the same oxide, at the same carrier density, may drift far less. The defects are still there and the field across them is the same. What has changed is the position of the channel's conduction-band edge relative to the oxide's defect levels. The question is why a few tenths of an electronvolt matter so much, and when they do not.

## The band edge carries the Fermi level with it

Electron energies increase upward and are measured from the channel conduction-band edge. A two-dimensional parabolic band has a constant density of states $D=g m/(2\pi\hbar^2)$ per unit area and energy, with $g$ the spin and valley degeneracy. With $\mu$ the Fermi level relative to the band edge, the carrier density is

$$n=D\int_0^\infty\frac{d\varepsilon}{1+e^{(\varepsilon-\mu)/k_BT}}=Dk_BT\ln\left(1+e^{\mu/k_BT}\right),$$

and therefore

$$\mu=k_BT\ln\left(e^{n/(Dk_BT)}-1\right).$$

For a given $D$ the density fixes $\mu$, whatever the alignment with the oxide. Take $n=5\times10^{16}\ \mathrm{m^{-2}}$, $g=4$ and $m=0.5\,m_e$ at 300 K. Then $D=4.18\times10^{18}\ \mathrm{m^{-2}\,eV^{-1}}$, $n/(Dk_BT)=0.463$ and $\mu=-0.014$ eV. If the band edge is lowered by 0.4 eV relative to the oxide, the Fermi level at this density is lowered by 0.4 eV too, provided $D$ is unchanged. A channel with another mass or degeneracy has another $\mu$: for $g=2$ and $m=0.14\,m_e$ it is $+0.085$ eV at the same density.

Let $E$ be the level of a trap if it sat at the interface. It is the energy at which the filled and empty trap are in equilibrium with an electron reservoir, each with its lattice relaxed; degeneracy factors are absorbed in it. Lowering the channel edge by $s$ raises every $E$ by $s$. For a Gaussian defect band

$$g(E-\Delta)=\frac{1}{\sqrt{2\pi}\,\sigma}e^{-(E-\Delta)^2/2\sigma^2},$$

the centre $\Delta$ becomes $\Delta+s$.

The gate field, $F=qn/\epsilon$ for an undoped single-gated channel without fixed charge, with $\epsilon$ the oxide permittivity, lowers a trap at depth $x$ to $e=E-qFx$. For relative permittivity 4, $F=0.226$ V/nm. A trap can thus start above the Fermi level and be pulled below it if it lies deep enough,

$$x>\frac{E-\mu}{qF}.$$

Raising the defect band moves this crossing deeper. Whether that helps depends on how deep an electron can go during the stress.

## Multiphonon rates set the time, not the final occupancy

An oxide defect relaxes its surroundings when it captures an electron. Describe the relaxation by one coordinate $y$ and two parabolas of equal curvature $M\omega^2$. With the electron in the channel at energy $\varepsilon$, and with it on the trap, the energies are

$$U_1=\tfrac12M\omega^2y^2,\qquad U_2=w+\tfrac12M\omega^2(y-y_0)^2,$$

where $w=e-\varepsilon$. Define the relaxation energy $\lambda=\tfrac12M\omega^2y_0^2$. Expanding the square gives

$$U_2-U_1=w+\lambda-M\omega^2y_0y.$$

For a classical mode, $y$ is Gaussian with zero mean and variance $k_BT/(M\omega^2)$. The gap $U_2-U_1$ is then Gaussian with mean $w+\lambda$ and variance $M\omega^2y_0^2k_BT=2\lambda k_BT$. A transition needs zero gap, and the probability density there is

$$G(w)=\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(\lambda+w)^2}{4\lambda k_BT}\right].$$

The barrier is $(\lambda+w)^2/4\lambda$, or $\lambda/4$ at $w=0$.

The golden rule multiplies $G$ by the squared electronic coupling, which falls with depth as $e^{-2\kappa x}$, where $\kappa=\sqrt{2m_t\phi}/\hbar$ for a flat tunnel barrier $\phi$ and tunnelling mass $m_t$. Collect the other electronic factors in a constant $\nu_0$. With $f$ the Fermi function of the channel, capture and emission are

$$k_c=\nu_0e^{-2\kappa x}\int_0^\infty f(\varepsilon)\,G(e-\varepsilon)\,d\varepsilon,$$

$$k_e=\nu_0e^{-2\kappa x}\int_0^\infty[1-f(\varepsilon)]\,G(\varepsilon-e)\,d\varepsilon.$$

Two identities connect them. The Fermi function obeys $1-f=f\,e^{(\varepsilon-\mu)/k_BT}$. Since $(\lambda+w)^2-(\lambda-w)^2=4\lambda w$, the lineshape obeys $G(-w)=G(w)e^{w/k_BT}$, here with $w=e-\varepsilon$. In the product of the two exponentials $\varepsilon$ cancels, so

$$\frac{k_e}{k_c}=e^{(e-\mu)/k_BT}.$$

The occupancy $p$ obeys $\dot p=k_c(1-p)-k_ep$. Its stationary value is

$$p_\infty=\frac{k_c}{k_c+k_e}=\frac{1}{1+e^{(e-\mu)/k_BT}},$$

which does not contain $\lambda$. Starting from $p_{\rm ref}$, the change after stress time $t$ is

$$P(E,x,t)=(p_\infty-p_{\rm ref})\left\langle1-e^{-(k_c+k_e)t}\right\rangle_\lambda .$$

The average runs over the distribution of relaxation energies, taken as independent of $E$ and $x$. Before stress the traps are assumed to be in equilibrium at zero field with the Fermi level at $\mu_{\rm ref}$, so $p_{\rm ref}=1/[1+e^{(E-\mu_{\rm ref})/k_BT}]$.

The classical lineshape requires soft modes. For $\lambda=1$ eV, a quantum calculation with a 10 meV mode agrees with $G$ within 5% at the three energy changes tested. For a 50 meV mode the quantum value at $w=0$ is 2.2 times larger. Such a factor matters for a rate, but its effect on the reachable depth is logarithmic, as shown below.

## The active window

Let $L$ be the oxide thickness and $N_T$ a uniform trap density. At fixed channel charge, newly trapped electrons of density $N(x)$ raise the field at depth $x$ by $(q/\epsilon)\int_0^xN(x')dx'$. Integrating this extra field across the oxide and exchanging the order of integration gives the extra gate voltage

$$\Delta V=\frac q\epsilon\int_0^L(L-x)N(x)\,dx.$$

If all traps had the level $E$, the shift would be

$$K(E)=\frac{qN_T}{\epsilon}\int_0^L(L-x)P(E,x,t)\,dx.$$

For the real band, the shift is an overlap:

$$\Delta V(\Delta)=\int g(E-\Delta)K(E)\,dE.$$

$K$ marks out an active window of trap levels. Traps well below $\mu_{\rm ref}$ are filled before the stress begins and do not change. The upper edge is set by time. For a trap at the Fermi level the two rates are equal, so its relaxation rate is $2k_c(0)e^{-2\kappa x}$, where $k_c(0)$ is the capture rate at the interface for $e=\mu$. Setting rate times $t$ to one gives the time front

$$x_m=\frac{\ln[2k_c(0)t]}{2\kappa},\qquad E_{\rm top}=\mu+qFx_m.$$

A trap above $E_{\rm top}$ would have to lie deeper than $x_m$ to cross the Fermi level, and there it is too slow.

This estimate of the edge assumes that tunnelling slows the traps faster than the field lowers their barrier. For capture from near the band edge, the logarithm of the rate changes with depth as

$$\frac{d\ln k_c}{dx}\simeq-2\kappa+\frac{qF}{2k_BT}\left(1+\frac w\lambda\right).$$

At $w=0$ this is negative for $qF<4\kappa k_BT$. The field limit is 0.58 V/nm in the example below, well above the 0.226 V/nm used. Above the limit, a trap that crosses the Fermi level just beyond $x_m$ would be faster if it lay somewhat deeper, so some levels above $\mu+qFx_m$ can still respond. The window keeps an upper edge, but it lies higher than this estimate.

## The law of suppression

Hold the stress density, field, tunnel barrier and reference state fixed. Then $K$ does not depend on $\Delta$, and the derivative acts on the Gaussian alone:

$$\frac{\partial g}{\partial\Delta}=\frac{E-\Delta}{\sigma^2}\,g.$$

Insert this under the integral and divide by $\Delta V$:

$$\frac{d\ln\Delta V}{d\Delta}=\frac{\int(E-\Delta)\,gK\,dE}{\sigma^2\int gK\,dE}=-\frac{\Delta-\langle E\rangle}{\sigma^2}.$$

Here $\langle E\rangle$ is the mean level of the traps that responded, each weighted by its contribution to the voltage. The result is exact for a Gaussian band and any fixed $K$, whatever the details of the rates.

This is the reason for the strong effect. The responding traps are confined to the window while the band centre moves away, so $\Delta-\langle E\rangle$ grows and each further step removes a larger fraction of the drift. If the centre lies below $\langle E\rangle$, the same formula says that raising the band makes the drift worse.

The slope does not grow without limit if the window has an exponential tail $K\propto e^{-aE}$. Completing the square in

$$-\frac{(E-\Delta)^2}{2\sigma^2}-aE$$

puts the centre of the product at $\Delta-a\sigma^2$. Once this point is well inside the tail, $\langle E\rangle=\Delta-a\sigma^2$ and the slope settles at $-a$.

## How large the effect is

The following numbers belong to a model device with round parameters, not to a named material. The oxide is 10 nm thick, with $N_T=10^{24}\ \mathrm{m^{-3}}$ and $\sigma=0.15$ eV. The relaxation energy has a Gaussian distribution of mean 1 eV and width 0.2 eV, cut at 0.4 and 1.6 eV. Further, $\phi=3$ eV, $m_t=0.4\,m_e$, $\nu_0=10^{13}\ \mathrm{s^{-1}}$, $\mu_{\rm ref}=-0.4$ eV and $t=1000$ s. The integration over traps stops at a depth of 5 nm.

The rate decay is $2\kappa=11.2\ \mathrm{nm^{-1}}$. At the interface, a trap at the Fermi level with $\lambda=1$ eV relaxes at $7.0\times10^7\ \mathrm{s^{-1}}$. Hence

$$x_m=\frac{\ln(7.0\times10^{10})}{11.2\ \mathrm{nm^{-1}}}=2.2\ \mathrm{nm},$$

$$E_{\rm top}=-0.014+0.226\times2.225=0.49\ \mathrm{eV}.$$

The edge is soft: the response there is 5% of that of a trap level at the band edge, and 0.2 eV higher it is 0.04%. The factor 2.2 found for a stiff mode would move the front by $\ln(2.2)/11.2=0.07$ nm and the edge by about 0.016 eV, small compared with $\sigma$. Stiffer modes matter more: for 100 meV the factor at $w=0$ is about 13 and the edge moves by about 0.05 eV. Such a move raises the drift most where it falls most steeply with $\Delta$, so the suppression factors below, obtained with the classical lineshape, are smaller for stiff modes.

Moving the centre of the defect band gives these threshold shifts:

| $\Delta$ (eV) | $\Delta V$ (mV) |
|---:|---:|
| −1.0 | 0.008 |
| −0.6 | 12 |
| −0.2 | 100 |
| 0.0 | 97 |
| 0.2 | 64 |
| 0.4 | 27 |
| 0.6 | 5.5 |
| 0.8 | 0.43 |
| 1.0 | 0.012 |

The plateau can be checked by hand. If every trap down to $x_m$ is filled, the shift is $(qN_T/\epsilon)(Lx_m-x_m^2/2)$. With $qN_T/\epsilon=4.52\ \mathrm{mV/nm^2}$ this is $4.52\times(22.2-2.5)=89$ mV. The computed 100 mV is larger, as expected, because traps below the Fermi level have a lower capture barrier than $\lambda/4$ and fill beyond $x_m$.

Between $\Delta=0.4$ and 0.8 eV the drift falls by a factor of 62. The slope law accounts for it. The mean responding level rises from 0.27 through 0.37 to 0.45 eV as the centre moves from 0.4 through 0.6 to 0.8 eV. At the first point the slope is $-(0.400-0.268)/0.15^2=-5.9\ \mathrm{eV^{-1}}$; at the other two it is $-10.2$ and $-15.4\ \mathrm{eV^{-1}}$. Displacing the traps directly reproduces these slopes within the 1% tolerance of the test. Simpson's rule over the 0.4 eV interval gives

$$\ln\frac{\Delta V(0.4)}{\Delta V(0.8)}\simeq\frac{0.4}{6}\,(5.87+4\times10.16+15.42)=4.13,$$

and $e^{4.13}\simeq62$.

Above the edge, $K$ falls by a factor of 150 in 0.2 eV, an average $a$ of 25 eV$^{-1}$. The tail is not a pure exponential, however: it becomes steeper at higher levels. The slope therefore does not settle at this value but grows slowly in magnitude as the band centre moves further up. Its limit is $1/k_BT=39\ \mathrm{eV^{-1}}$, the Boltzmann tail of the occupancies, which is approached only for centres a few electronvolts above the band edge.

## Which part of the physics does it

A shift changes both the occupancies and the rates. They can be separated in calculation, though not in a device. Starting from 27 mV at $\Delta=0.4$ eV, apply the 0.4 eV shift to the occupancies alone: the drift falls to 1.5 mV. Apply it to the relaxation rate $k_c+k_e$ alone: it is 29 mV, slightly more than before. The change in relaxation rate by itself is therefore not the cause.

The barriers show why. In the band-edge estimate, a trap at $w<0$ captures over $(\lambda+w)^2/4\lambda$, and one at $w>0$ emits over $(\lambda-w)^2/4\lambda$. For $|w|<\lambda$ the faster process has a barrier below $\lambda/4$ on either side, so relaxation is slowest near the Fermi level. Moving the rate level upward through that point need not slow the trap.

Rates do matter once the occupancies have shifted, since both together give 0.43 mV. The remaining responders lie near the Fermi level, where the barrier for $\lambda=1$ eV is 0.25 eV. With unshifted rates they would have the barrier of a level 0.4 eV lower, $(1-0.4)^2/4=0.09$ eV. From the barriers alone, the difference of 0.16 eV is worth $0.16/(0.02585\times11.2)\simeq0.55$ nm of reachable depth; the rates integrated over the channel band give about 0.45 nm.

The finite time is essential as well. If all traps down to 5 nm reach equilibrium, the same shift reduces the drift only from 96 to 37 mV, a factor of 2.6. The field would still pull many traps below the Fermi level, merely at greater depth. The strong suppression arises because the required depth moves beyond the depth reached in time.

## What limits the benefit

**Width of the defect band.** Doubling $\sigma$ to 0.30 eV leaves 5.6 mV at $\Delta=0.8$ eV, and the suppression between 0.4 and 0.8 eV drops from 62 to 6.4. The factor $1/\sigma^2$ in the slope law shows the sensitivity, though $\langle E\rangle$ also changes with $\sigma$.

**Spread of relaxation energies.** With a single $\lambda=1$ eV the drift at $\Delta=0.8$ eV is 0.37 instead of 0.43 mV; at 0.4 eV it hardly changes. Traps with small $\lambda$ extend the window. For $\lambda=0.6$ eV the barrier at the Fermi level is 0.10 eV lower, which moves the front by about 0.34 nm and the edge by about 0.08 eV. Here the spread of trap levels matters much more than the spread of $\lambda$.

**Stress time.** Replace $x$ by $x+\delta$, $E$ by $E+qF\delta$ and $t$ by $te^{2\kappa\delta}$. The local level $E-qFx$ and the product of rate and time are unchanged. If the traps start empty and few of them lie below the Fermi level at the interface, only the weight $L-x$ changes, and the band obeys

$$\Delta V(\Delta+qF\delta,\,te^{2\kappa\delta})\simeq\Delta V(\Delta,t).$$

One decade of time corresponds to $\delta=\ln10/(2\kappa)=0.205$ nm and $qF\delta=0.046$ eV. At $\Delta=0.8$ eV the two sides differ by 2.6%, which matches the loss of weight $\delta/(L-x_m)=0.205/7.8$. Apart from the change of weight, a 0.4 eV shift is worth roughly $0.4/0.046\simeq9$ decades of stress.

Differentiating the relation with respect to $\delta$ and using the slope law gives the local time exponent

$$\frac{\partial\ln\Delta V}{\partial\ln t}\simeq\frac{qF}{2\kappa}\,\frac{\Delta-\langle E\rangle}{\sigma^2}.$$

It is about 0.1 at $\Delta=0.4$ eV and 0.3 at 0.8 eV. The better-aligned device drifts much less, but its drift grows faster in relative terms. An exponent measured on one alignment should not be used to extrapolate the lifetime of another.

**Other defect bands.** Contributions of several bands add while their effect on the field is small. Moving the channel edge away from one band may bring the Fermi level towards another below it. At fixed gap the valence edge moves too, and under negative bias it needs the same examination. A band far below the window, as at $\Delta=-1.0$ eV, causes little drift, but if its traps are charged when filled, this fixed charge displaces the initial threshold.

## What to do about it

Compare channel and oxide pairs at equal carrier density rather than equal gate voltage; otherwise the field and the alignment change together. Then estimate $E_{\rm top}$ for the intended operating time and place the centre of the nearest defect band above it by a margin counted in units of $\sigma$. In the example, $\Delta=0.8$ eV lies about two widths above the edge. The alignment can be changed through the channel's electron affinity, an interface dipole or the choice of oxide, and a new oxide brings its own defect bands.

A lower field also helps, because $E_{\rm top}-\mu=qFx_m$. At fixed carrier density this calls for a higher permittivity, provided that the defects and the tunnel barrier are no worse. Lowering the channel edge while the oxide's conduction band stays in place raises the tunnel barrier as well. With $\phi=3.4$ instead of 3 eV, the drift at $\Delta=0.8$ eV falls further, from 0.43 to 0.26 mV.

These estimates assume weak back-action: for $\Delta=0$ the trapped density is 5% of the channel density. They leave out exchange with the gate, recovery after stress, creation of new defects and the field's effect on the shape of the tunnel barrier. Where one of these is important, the numbers change; where the creation of new defects dominates, alignment with the existing defect band no longer controls the drift. The full set of values is in the numerical output below.

## Computed results

```
temperature: 300 K; kT: 0.02585 eV
oxide thickness: 10 nm; relative permittivity: 4.0
stress carrier density: 5.0e+16 m^-2
channel mass: 0.5 m_e; density of states: 4.177e+18 m^-2 eV^-1
Fermi level minus band edge: stress -0.0137 eV, reference -0.4 eV
oxide field: 0.2262 V/nm; limit: 0.5803 V/nm
tunnel barrier: 3.0 eV; tunnel mass: 0.4 m_e; rate decay: 11.224 nm^-1
rate prefactor: 1.0e+13 s^-1; stress time: 1000 s
trap density: 1.0e+24 m^-3; defect-band width: 0.15 eV
relaxation energy: mean 1.0 eV, width 0.2 eV, range 0.4 to 1.6 eV
quantum/classical lineshape, 10 meV mode, energy change -0.3, 0, 0.3 eV: 1.028, 1.034, 1.028
quantum/classical lineshape, 50 meV mode, 0 eV: 2.164
relaxation rate at interface for level at E_F: 6.997e+07 s^-1
time front: 2.225 nm; upper window edge: 0.490 eV
response relative to level at band edge: at upper edge 0.0543, 0.2 eV higher 3.61e-04
band centre -1.0 eV: threshold shift 0.008218 mV
band centre -0.6 eV: threshold shift 11.52 mV
band centre -0.2 eV: threshold shift 99.74 mV
band centre +0.0 eV: threshold shift 96.53 mV
band centre +0.2 eV: threshold shift 64.15 mV
band centre +0.4 eV: threshold shift 26.95 mV
band centre +0.6 eV: threshold shift 5.549 mV
band centre +0.8 eV: threshold shift 0.4335 mV
band centre +1.0 eV: threshold shift 0.01153 mV
suppression from 0.4 to 0.8 eV: factor 62.18
centre 0.4 eV: mean responding level 0.2679 eV, slope formula -5.869, direct -5.870 eV^-1
centre 0.6 eV: mean responding level 0.3714 eV, slope formula -10.162, direct -10.162 eV^-1
centre 0.8 eV: mean responding level 0.4530 eV, slope formula -15.424, direct -15.424 eV^-1
0.4 eV shift of occupancies only: 1.467 mV
0.4 eV shift of rates only: 28.51 mV
all traps to 5 nm equilibrated, centres 0.4 and 0.8 eV: 95.52, 37.39 mV
defect-band width 0.30 eV, centres 0.4 and 0.8 eV: 35.58, 5.58 mV
single relaxation energy 1 eV, centres 0.4 and 0.8 eV: 26.93, 0.3696 mV
centre 0.8 eV with tunnel barrier 3.4 eV: 0.257 mV
energy equivalent of one decade of stress: 0.0464 eV
threshold ratio in time-equivalence test: 0.9736
decades of stress equivalent to 0.4 eV: 8.62
trapped/channel density, band centre 0 eV: 0.0505
```
